# Double macroscopic averaging and the electrostatic step at a Si/SiO2 interface: verification in Python

```python
# RESULT UNDER TEST
# U(z): plane-averaged electron potential energy (eV) across an interface.
# Left bulk has period a, right bulk has period b (angstrom).
# Averaging U over a window a and then over a window b gives flat plateaus
# equal to the two bulk cell means, so the electrostatic step is preserved.
# n(z): charge number density (1/angstrom^3), positive for positive charge.
# Poisson equation: U'' = K n with K = e^2/epsilon_0 (eV angstrom).
# Model crystals are stacks of neutral planes of Gaussian charge sheets.
import numpy as np
from scipy.special import erf
from scipy.constants import e, epsilon_0

K = e / epsilon_0 * 1e10
a, b = 1.4, 2.5
h = 0.01
z = np.arange(-4000, 4501) * h

# plane: (position in cell, areal number, ion width, electron width)
left_cell = [(0.7, 0.25, 0.3, 0.6)]
right_cell = [(0.8, 0.30, 0.3, 0.6), (1.9, 0.10, 0.3, 0.5)]
q_transfer, d_transfer, s_transfer = 0.01, 1.0, 0.3


def sheet_density(x, s):
    return np.exp(-x**2 / (2 * s**2)) / (s * np.sqrt(2 * np.pi))


def sheet_energy(x, s):
    return K * (0.5 * x * erf(x / (np.sqrt(2) * s))
                + s / np.sqrt(2 * np.pi) * np.exp(-x**2 / (2 * s**2)))


def stack(cell, period, cells, sheet, shifts=None):
    """Sum of neutral planes; shifts optionally displaces each plane."""
    total = np.zeros_like(z)
    count = 0
    for k in cells:
        for pos, number, s_ion, s_el in cell:
            x = z - k * period - pos
            if shifts is not None:
                x = x - shifts[count]
            total += number * (sheet(x, s_ion) - sheet(x, s_el))
            count += 1
    return total


def transfer(sheet):
    """Electrons moved from left to right across the interface."""
    return q_transfer * (sheet(z + d_transfer / 2, s_transfer)
                         - sheet(z - d_transfer / 2, s_transfer))


def average(f, period):
    """Running average over one window, trapezoidal rule."""
    m = int(round(period / (2 * h)))
    assert abs(2 * m * h - period) < 1e-9
    w = np.ones(2 * m + 1)
    w[0] = w[-1] = 0.5
    return np.convolve(f, w / (2 * m), mode="same")


def region(lo, hi):
    return (z > lo - h / 2) & (z < hi - h / 2)


def ripple(f, where):
    return np.ptp(f[where])


left_cells, right_cells = range(-45, 0), range(0, 25)
U_left_part = stack(left_cell, a, left_cells, sheet_energy)
U = (U_left_part + stack(right_cell, b, right_cells, sheet_energy)
     + transfer(sheet_energy))
n = (stack(left_cell, a, left_cells, sheet_density)
     + stack(right_cell, b, right_cells, sheet_density)
     + transfer(sheet_density))

# The potential really solves the Poisson equation (fourth-order differences)
second = (-U[:-4] + 16 * U[1:-3] - 30 * U[2:-2] + 16 * U[3:-1] - U[4:]) / (12 * h**2)
poisson_error = np.max(np.abs(second - K * n[2:-2]))
assert poisson_error < 1e-3

# Cell means from the second moments of the planes, no averaging involved
def plane_mean(cell, period):
    return -K / (2 * period) * sum(N * (se**2 - si**2) for _, N, si, se in cell)


mean_left, mean_right = plane_mean(left_cell, a), plane_mean(right_cell, b)
dipole_step = K * q_transfer * d_transfer
level_left = mean_left - dipole_step / 2
level_right = mean_right + dipole_step / 2
step_formula = level_right - level_left

# Single and double averages
U_a, U_b = average(U, a), average(U, b)
U_ab, U_ba = average(U_a, b), average(U_b, a)
L, R = region(-30, -10), region(10, 35)
assert np.max(np.abs((U_ab - U_ba)[region(-35, 40)])) < 1e-8
assert np.max(np.abs(U_ab[L] - level_left)) < 1e-7
assert np.max(np.abs(U_ab[R] - level_right)) < 1e-7
assert ripple(U_a, L) < 1e-7 and ripple(U_b, R) < 1e-7
assert ripple(U_a, R) > 0.1 and ripple(U_b, L) > 0.01
step_plateau = U_ab[R].mean() - U_ab[L].mean()
assert abs(step_plateau - step_formula) < 1e-7

# Where bulk behaviour ends, and where the plateaus end
bulk_left = stack(left_cell, a, range(-45, 20), sheet_energy) - dipole_step / 2
bulk_right = stack(right_cell, b, range(-15, 25), sheet_energy) + dipole_step / 2
tol = 1e-6
left_half, right_half = region(-35, 0), region(0, 40)
z_L = z[left_half & (np.abs(U - bulk_left) > tol)].min()
z_R = z[right_half & (np.abs(U - bulk_right) > tol)].max()
flat_L = z[region(-35, 10) & (np.abs(U_ab - level_left) > tol)].min()
flat_R = z[region(-10, 40) & (np.abs(U_ab - level_right) > tol)].max()
half_width = (a + b) / 2
assert flat_L >= z_L - half_width - 1.5 * h
assert flat_R <= z_R + half_width + 1.5 * h

# Harmonics of the right bulk after the window of the left bulk
one_cell = region(20, 20 + b)


def harmonic(f, order):
    return np.mean(f[one_cell] * np.exp(-2j * np.pi * order * z[one_cell] / b))


factors = []
for order in (1, 2):
    ratio = harmonic(U_a, order) / harmonic(U, order)
    assert abs(ratio - np.sinc(order * a / b)) < 3e-4  # grid error of the window
    factors.append(ratio.real)

# Step as the dipole of the doubly averaged charge; the raw dipole depends on the cut
n_ab = average(average(n, a), b)
step_dipole = -K * h * np.sum((z * n_ab)[region(-15, 15)])
assert abs(step_dipole - step_formula) < 1e-6
cuts = np.arange(-10 - a, -10, 0.05)
raw = [-K * h * np.sum((z * n)[region(c, 10)]) for c in cuts]
smooth = [-K * h * np.sum((z * n_ab)[region(c, 10)]) for c in cuts]
assert np.ptp(raw) > 1 and np.ptp(smooth) < 1e-6

# Wrong period for the right bulk
b_wrong = 2.6
U_wrong = average(U_a, b_wrong)
wrong_ratio = (harmonic(U_wrong, 1) / harmonic(U, 1)).real
wrong_exact = np.sinc(a / b) * np.sinc(b_wrong / b)
wrong_linear = -np.sinc(a / b) * (b_wrong - b) / b
assert abs(wrong_ratio - wrong_exact) < 1e-4
assert abs(wrong_linear / wrong_ratio - 1) < 0.1

# Unequal macroscopic fields: extrapolated lines keep the step at z = 0
F_L, F_R = 0.01, 0.03
U_field = average(average(U + np.where(z < 0, F_L * z, F_R * z), a), b)
line_L = np.polyfit(z[L], U_field[L], 1)
line_R = np.polyfit(z[R], U_field[R], 1)
step_field = line_R[1] - line_L[1]
step_field_1 = np.polyval(line_R, 1.0) - np.polyval(line_L, 1.0)
assert abs(line_L[0] - F_L) < 1e-7 and abs(line_R[0] - F_R) < 1e-7
assert abs(step_field - step_formula) < 1e-6

# Parabolic potential of a uniform space charge is shifted by the kernel variance
variance = (a**2 + b**2) / 12
parabola_shift = (average(average(z**2, a), b) - z**2)[region(-10, 10)]
assert np.max(np.abs(parabola_shift - variance)) < 1e-4  # grid error h^2/3
doping, kappa = 1e-6, 12.0
doping_shift = K * doping / kappa / 2 * variance

# Random displacements of the right planes: no exact period remains
rms_shift = 0.1
rng = np.random.default_rng(1)
shifts = rng.normal(0, rms_shift, len(right_cells) * len(right_cell))
U_dis = (U_left_part + transfer(sheet_energy)
         + stack(right_cell, b, right_cells, sheet_energy, shifts))
U_dis = average(average(U_dis, a), b)
dis_rms = U_dis[R].std()
dis_error = U_dis[R].mean() - level_right
assert dis_rms > 1e-3 and abs(dis_error) < dis_rms

print(f"K = e^2/epsilon_0: {K:.3f} eV A")
print(f"periods a, b: {a}, {b} A")
print(f"grid spacing: {h} A")
for name, cell in (("left", left_cell), ("right", right_cell)):
    for pos, N, si, se in cell:
        print(f"{name} plane: at {pos} A, N {N} /A^2, s_i {si} A, s_e {se} A")
print(f"transferred charge number: {q_transfer} /A^2 over {d_transfer} A")
print(f"width of transferred sheets: {s_transfer} A")
print(f"largest error in U'' = K n: {poisson_error:.1e} eV/A^2")
print(f"cell mean from left planes: {mean_left:.4f} eV")
print(f"cell mean from right planes: {mean_right:.4f} eV")
print(f"difference of these means, right-left: {mean_right - mean_left:.4f} eV")
print(f"step from transferred charge: {dipole_step:.4f} eV")
print(f"left level U_L, right level U_R: {level_left:.4f}, {level_right:.4f} eV")
print(f"step, plane formula: {step_formula:.4f} eV")
print(f"step, double-average plateaus: {step_plateau:.4f} eV")
print(f"step, dipole of averaged charge: {step_dipole:.4f} eV")
print("peak-to-peak ripple, left and right:")
for name, f in (("raw", U), ("window a only", U_a), ("window b only", U_b)):
    print(f"  {name}: {ripple(f, L):.4f}, {ripple(f, R):.4f} eV")
print(f"  both windows: {ripple(U_ab, L):.1e}, {ripple(U_ab, R):.1e} eV")
print(f"right harmonics 1, 2 after window a: factors {factors[0]:.4f}, {factors[1]:.4f}")
print(f"bulk-like (to 1e-6 eV) outside: {z_L:.2f} to {z_R:.2f} A")
print(f"kernel half-width (a+b)/2: {half_width:.2f} A")
print(f"guaranteed flat outside: {z_L - half_width:.2f} to {z_R + half_width:.2f} A")
print(f"found flat outside: {flat_L:.2f} to {flat_R:.2f} A")
print(f"raw dipole, left cut moved over one period: {min(raw):.2f} to {max(raw):.2f} eV")
print(f"averaged dipole, same cuts: spread {np.ptp(smooth):.1e} eV")
print(f"wrong right period: {b_wrong} A")
print(f"  first harmonic factor: {wrong_ratio:.5f}, linear estimate {wrong_linear:.5f}")
print(f"  ripple left on right side: {ripple(U_wrong, R):.4f} eV peak-to-peak")
print(f"slopes left, right: {F_L}, {F_R} eV/A")
print(f"  step extrapolated to z = 0 A: {step_field:.4f} eV")
print(f"  step extrapolated to z = 1 A: {step_field_1:.4f} eV")
print(f"kernel variance (a^2+b^2)/12: {variance:.4f} A^2")
print(f"space charge {doping:.0e} /A^3, permittivity {kappa}: shift {doping_shift:.1e} eV")
print(f"random plane displacement, rms: {rms_shift} A")
print(f"  rms ripple after both windows: {dis_rms:.4f} eV")
print(f"  error of right level averaged over 25 A: {dis_error:.4f} eV")
print("every check passed")
```

It prints:

```
K = e^2/epsilon_0: 180.951 eV A
periods a, b: 1.4, 2.5 A
grid spacing: 0.01 A
left plane: at 0.7 A, N 0.25 /A^2, s_i 0.3 A, s_e 0.6 A
right plane: at 0.8 A, N 0.3 /A^2, s_i 0.3 A, s_e 0.6 A
right plane: at 1.9 A, N 0.1 /A^2, s_i 0.3 A, s_e 0.5 A
transferred charge number: 0.01 /A^2 over 1.0 A
width of transferred sheets: 0.3 A
largest error in U'' = K n: 3.0e-06 eV/A^2
cell mean from left planes: -4.3622 eV
cell mean from right planes: -3.5105 eV
difference of these means, right-left: 0.8518 eV
step from transferred charge: 1.8095 eV
left level U_L, right level U_R: -5.2670, -2.6057 eV
step, plane formula: 2.6613 eV
step, double-average plateaus: 2.6613 eV
step, dipole of averaged charge: 2.6613 eV
peak-to-peak ripple, left and right:
  raw: 2.4216, 4.9818 eV
  window a only: 0.0000, 2.6047 eV
  window b only: 0.2691, 0.0000 eV
  both windows: 9.8e-15, 4.0e-15 eV
right harmonics 1, 2 after window a: factors 0.5583, -0.1046
bulk-like (to 1e-6 eV) outside: -2.26 to 2.34 A
kernel half-width (a+b)/2: 1.95 A
guaranteed flat outside: -4.21 to 4.29 A
found flat outside: -3.53 to 3.63 A
raw dipole, left cut moved over one period: -22.28 to 91.78 eV
averaged dipole, same cuts: spread 3.6e-15 eV
wrong right period: 2.6 A
  first harmonic factor: -0.02142, linear estimate -0.02233
  ripple left on right side: 0.0999 eV peak-to-peak
slopes left, right: 0.01, 0.03 eV/A
  step extrapolated to z = 0 A: 2.6613 eV
  step extrapolated to z = 1 A: 2.6813 eV
kernel variance (a^2+b^2)/12: 0.6842 A^2
space charge 1e-06 /A^3, permittivity 12.0: shift 5.2e-06 eV
random plane displacement, rms: 0.1 A
  rms ripple after both windows: 0.2068 eV
  error of right level averaged over 25 A: -0.0024 eV
every check passed
```
